# Occupied KI Hamiltonian: projector shifts, rigid band shifts and changed bandwidths, part 2

How does the Koopmans-integral (KI) correction change the filled bands of an insulator? KI adds $\sum_i\alpha_i\Pi_i$ to a base energy functional, to make the energy linear in each orbital's occupation; the $\alpha_i$ are given screening factors. At integer filling every $\Pi_i$ is zero, but for a filled orbital its derivative is a constant, $\Delta_i$. On the filled space, with $h$ the base Hamiltonian and $\phi_i$ the chosen localized filled orbitals,

$$H=h+\sum_i\lambda_i\,|\phi_i\rangle\langle\phi_i| ,\tag{4}$$

$$\lambda_i=\alpha_i\Delta_i,\qquad \Delta_i=E[\rho]-E[\rho-n_i]-\int v[\rho]\,n_i .$$

Here $\rho$ is the total density, $n_i=|\phi_i|^2$, $E$ the Hartree, exchange and correlation energy, and $v=\delta E/\delta\rho$. $P$ projects on the filled space, which is spanned by eigenstates of $h$.

Let the $\phi_i$ be Wannier functions $w_{\mathbf Rm}$, with cell $\mathbf R$ and type $m=1,\dots,M$. Then $\lambda$ depends only on $m$, and in the basis of their Bloch sums

$$H_{mm'}(\mathbf k)=h_{mm'}(\mathbf k)+\lambda_m\delta_{mm'},\qquad h_{mm'}(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\langle w_{\mathbf 0m}|h|w_{\mathbf Rm'}\rangle .\tag{5}$$

$\Lambda$ is the diagonal matrix of the $\lambda_m$, the same at every $\mathbf k$.

The example is a ring of 12 cells with four sites each, one spin channel and two electrons per cell. Sites 1 and 2 form bond 1, sites 3 and 4 bond 2. The hopping amplitude is 1.5 eV inside a bond and 0.6 eV between bonds, entering with a minus sign, and

$$E[\rho]=\tfrac12\sum_{xy}K_{xy}\rho_x\rho_y-C\sum_x\rho_x^{4/3},$$

with $K_{xx}=6$ eV, $K=1$ eV between neighbours, $C=2$ eV and $\alpha=0.6$. The symmetric combination on each bond, projected onto the filled space and symmetrically orthonormalized, gives the Wannier functions. In the mixed chain bond 1 is covalent (site energies 0 and 0) and bond 2 polar ($+4$ and $-4$ eV), with $\Delta_1=-1.235$ eV and $\Delta_2=-2.030$ eV.

In the numerical output, "frozen removal energies" are $h_{ii}+\Delta_i$, "error of projector form" compares (4) with numerical differentiation of the KI energy, and the "extended orbital" is an even superposition of all covalent-bond orbitals.

Q. Then a matrix that does not depend on $\mathbf k$ should shift all bands rigidly, whatever its entries.

A. That holds if the matrix is a multiple of the identity. If all $\lambda_m=\lambda$, then

$$H=h+\lambda P ,$$

and on the filled space $P$ is the identity. Each filled eigenstate of $h$ remains an eigenstate, with its energy changed by $\lambda$. If the $\lambda_m$ differ, $\Lambda$ need not commute with $h(\mathbf k)$. The eigenvectors then change, by an amount that can depend on $\mathbf k$.

Q. When are the $\lambda_m$ equal? "Equivalent" is a loose word.

A. A sufficient condition is a symmetry operation of the crystal that carries one Wannier function into another, up to a phase. It leaves $\rho$ and $E$ unchanged and carries $n_m$ into $n_{m'}$, so $\Delta_m=\Delta_{m'}$. The screening factors must respect the same symmetry. The operation need not be a lattice translation. An accidental equality of the $\lambda_m$ would give the same rigid shift.

For an example, keep all parameters of the model but make both bonds polar and mirror images of each other, with site energies $+4,-4,-4,+4$ eV. The site densities come out as 0.090, 0.910, 0.910, 0.090. Both bonds have $\Delta=-1.975$ eV, and

$$\lambda=0.6\times(-1.975)\ {\rm eV}=-1.185\ {\rm eV}.$$

At $k=0$ the filled levels move from $-1.181$ and $0.019$ eV to $-2.365$ and $-1.165$ eV. Both differences are $-1.185$ eV to within the rounding. The band widths stay at 0.084 and 0.127 eV, and the total filled width stays at 1.200 eV. Over the whole filled spectrum the shifts agree with one another to about $10^{-14}$ eV, the level of rounding error. The two bands differ in energy and in width, and still they move together: what matters is the equivalence of the Wannier functions, not any likeness of the bands.

Q. Now the other case. I would say that inequivalent Wannier functions change the bandwidths, full stop.

A. That is too strong. Suppose first that $h(\mathbf k)$ does not couple the types, so that it is diagonal. Label the bands by type, even where they cross. Then band $m$ moves by $\lambda_m$ at every $\mathbf k$. The distance between the bands changes, but each keeps its own width.

Coupling alone is not enough either. Take

$$h(\mathbf k)=\mu(\mathbf k)\,\mathbb 1+B ,$$

with $B$ a constant matrix that couples the types. The eigenvalues of $H(\mathbf k)$ are $\mu(\mathbf k)$ plus those of $B+\Lambda$. Each band has the dispersion $\mu(\mathbf k)$ before and after, so each keeps its width although the eigenvectors have changed. As long as the band edges stay at the same momenta, an individual bandwidth changes when the shift of that band differs between those momenta.

Q. Can you give that shift explicitly?

A. To first order in $\Lambda$, yes. Let $u_n(\mathbf k)$ be a normalized eigenvector of $h(\mathbf k)$ with components $U_{mn}(\mathbf k)$, and let the level be nondegenerate. Scale the correction as $h+\tau\Lambda$ and differentiate $\varepsilon_n=\langle u_n|h+\tau\Lambda|u_n\rangle$. The terms from the change of $u_n$ add up to $\varepsilon_n\,d\langle u_n|u_n\rangle/d\tau=0$, since the norm is fixed. What remains at $\tau=0$ is

$$\frac{d\varepsilon_n}{d\tau}=\sum_m\lambda_m|U_{mn}(\mathbf k)|^2 .\tag{6}$$

The first-order shift is an average of the $\lambda_m$, weighted by the Wannier content of the band at that $\mathbf k$. To this order, a band is shifted unevenly when that average changes across the zone.

Return to the chain with one covalent and one polar bond, where

$$\lambda_1=0.6\times(-1.235)=-0.741\ {\rm eV},\qquad \lambda_2=0.6\times(-2.030)=-1.218\ {\rm eV}.$$

In the lower band the weight of bond 1 is 0.090 at $k=0$ and 0.050 at $k=\pi$, with $k$ in units of the inverse cell length. At $k=0$, (6) gives

$$0.090\times(-0.741)+0.910\times(-1.218)=-1.175\ {\rm eV},$$

and at $k=\pi$ it gives $-1.194$ eV. The weights 0.090 and 0.910 also appeared as site densities of the mirror-symmetric chain. They are different quantities in different systems, and nothing derived here connects them.

Q. First order is a weak basis when the shifts are about as large as the distance between the bands. Is there anything that holds without expansion?

A. There is a bound. Number the eigenvalues at a given $\mathbf k$ in ascending order. The $n$-th is obtained by taking, in each $n$-dimensional subspace, the largest value of $\langle u|h|u\rangle$ over normalized $u$, and then the smallest of these maxima over all such subspaces. Adding $\Lambda$ raises $\langle u|h|u\rangle$ by an average of the $\lambda_m$, hence by at least $\lambda_{\min}$ and at most $\lambda_{\max}$. The maxima and their minimum obey the same limits, so

$$\lambda_{\min}\le\varepsilon_n^{\rm KI}(\mathbf k)-\varepsilon_n(\mathbf k)\le\lambda_{\max}.$$

The highest and the lowest filled level each move by an amount in this interval. The total filled width $W$ is their difference, and therefore

$$|W^{\rm KI}-W|\le\lambda_{\max}-\lambda_{\min}.$$

In the mixed chain $W$ grows from 1.648 to 2.057 eV, that is by 0.409 eV, while the bound is $1.218-0.741=0.477$ eV. If all $\lambda_m$ are equal the bound is zero, and the width cannot change.

Q. With two bands one should be able to do better than a bound.

A. One can solve the problem. Write

$$h(k)=\begin{pmatrix}a&g\\ g^*&b\end{pmatrix},\qquad D=a-b .$$

The eigenvalue condition is $(a-\varepsilon)(b-\varepsilon)=|g|^2$. Put $\varepsilon=\tfrac12(a+b)+x$. Then $a-\varepsilon=\tfrac12D-x$ and $b-\varepsilon=-\tfrac12D-x$, and their product is $x^2-\tfrac14D^2$. Hence

$$\varepsilon_\pm=\frac{a+b}2\pm\frac S2,\qquad S=\sqrt{D^2+4|g|^2}.\tag{7}$$

KI replaces $a$ by $a+\lambda_1$ and $b$ by $b+\lambda_2$. The mean of the two bands moves by the constant $\tfrac12(\lambda_1+\lambda_2)$, the coupling $g(k)$ is untouched, and

$$D\to D+\lambda_1-\lambda_2 .$$

The non-rigid part of the correction enters through this replacement alone. In the mixed chain $\lambda_1-\lambda_2=0.477$ eV, and the covalent bond lies higher already in the base calculation, so $D$ is positive and grows. The roots below are evaluated with unrounded inputs. At $k=0$, with $|g|=0.471$ eV,

$$S=\sqrt{1.351^2+4\times0.471^2}=1.648\ {\rm eV}\;\to\;\sqrt{1.828^2+4\times0.471^2}=2.057\ {\rm eV}.$$

At $k=\pi$, with $|g|=0.311$ eV,

$$S=\sqrt{1.283^2+4\times0.311^2}=1.426\ {\rm eV}\;\to\;\sqrt{1.760^2+4\times0.311^2}=1.867\ {\rm eV}.$$

Q. The separation grows, so I expect the bands to become wider.

A. The filled manifold as a whole does, but each band becomes narrower. In this chain the printed widths equal the energy differences between $k=0$ and $k=\pi$. The lower band is highest at $k=\pi$ and the upper band at $k=0$. With $\bar\varepsilon=\tfrac12(a+b)$, (7) gives for the widths

$$W_\pm=\pm\big[\bar\varepsilon(0)-\bar\varepsilon(\pi)\big]+\tfrac12\big[S(0)-S(\pi)\big].$$

The first bracket is unaffected by KI, since the mean moves by a constant. The second goes from $1.648-1.426=0.222$ eV to $2.057-1.867=0.190$ eV. Half the change is $-0.016$ eV, and it is the same for both bands. The lower width falls from 0.074 to 0.058 eV, by 21% of its base value, and the upper from 0.148 to 0.132 eV, by 11%. These numbers belong to the bond-projected Wannier functions, because $D$ and $g$ depend on the chosen set as well as the $\lambda_m$. With maximally localized functions (equally spaced sites; not listed in the output) the $\Delta_m$ move by less than 0.01 eV, yet each width changes by $-0.024$ eV instead of $-0.016$ eV. If the two separated bands are given Wannier functions one band at a time, then $g=0$ and neither width changes.

Q. Why is the sign negative? Could it have been the other way round?

A. Differentiate $S$ at fixed $g$:

$$\frac{\partial S}{\partial D}=\frac DS=\frac1{\sqrt{1+4|g|^2/D^2}}\qquad(D>0).$$

The separation responds less where the coupling is larger compared with $D$. The base values of $D/S$ are $1.351/1.648=0.820$ at $k=0$ and $1.283/1.426=0.900$ at $k=\pi$. When $D$ grows, $S(\pi)$ gains more than $S(0)$, and their difference shrinks.

This ordering persists while $D$ is raised by any amount $x\ge0$. It requires $|g(0)|/(D(0)+x)>|g(\pi)|/(D(\pi)+x)$, which, multiplied out with the numbers above, reads

$$0.471\,(1.283+x)>0.311\,(1.351+x).$$

At $x=0$ this is $0.604>0.420$, and the left side also grows faster with $x$.

To first order the width change of each band is

$$\tfrac12(\lambda_1-\lambda_2)\left[\frac{D(0)}{S(0)}-\frac{D(\pi)}{S(\pi)}\right]=\tfrac12\times0.477\times(0.820-0.900)=-0.019\ {\rm eV}.$$

The full change is $-0.016$ eV, so the first-order estimate is too large in magnitude by about a fifth of the full value. If the covalent bond had the more negative $\lambda$, the factor $\lambda_1-\lambda_2$ would be negative, and a small correction would widen both bands. The sign thus depends on which Wannier function is shifted more and on where in the zone the coupling is strong compared with $D$. The form of the correction alone does not decide whether an individual band widens or narrows.

Q. Turn the question round. If I see a spectrum that has moved rigidly, may I conclude that the shifts are equal?

A. Not from a single spectrum. Take two uncoupled levels at 0 and 1 in some energy unit, with shifts $+1$ and $-1$. They change places, and the set of energies is what it was, although the shifts differ.

The conclusion does hold if the spectrum moves rigidly for every strength $\tau$ of the correction $\tau\Lambda$ in some interval. Let every eigenvalue of $h(\mathbf k)$ move by the same $c(\tau)$. Comparing traces gives $Mc=\tau\sum_m\lambda_m$, so $c=\tau\bar\lambda$ with $\bar\lambda$ the average. Put $\Lambda'=\Lambda-\bar\lambda\mathbb 1$. Then $h+\tau\Lambda'$ has the same eigenvalues as $h$, and therefore the same sum of squares:

$${\rm Tr}(h+\tau\Lambda')^2-{\rm Tr}\,h^2=2\tau\,{\rm Tr}(h\Lambda')+\tau^2\,{\rm Tr}\,\Lambda'^2=0 .$$

A polynomial in $\tau$ that vanishes on an interval has zero coefficients. Hence ${\rm Tr}\,\Lambda'^2=\sum_m(\lambda_m-\bar\lambda)^2=0$, and all $\lambda_m$ are equal.

Q. Does the uneven shift at least alter the charge density or the total energy?

A. Neither. The correction acts inside the filled space. It can mix filled Bloch states with one another, but the projector $P$ stays the same, and with it the density. The total energy is the base energy, because every $\Pi_i$ vanishes. What changes is how the filled space is resolved into energy levels. Even there the trace is fixed: at each $\mathbf k$ the shifts add up to $\sum_m\lambda_m$. In the mixed chain at $k=0$ the lower level moves from $-1.122$ to $-2.306$ eV and the upper from $0.526$ to $-0.249$ eV. The shifts are $-1.184$ and $-0.775$ eV, and their sum, $-1.959$ eV, is $\lambda_1+\lambda_2$.

Q. So what may I safely say about a real insulator?

A. With integer filling and a stated set of Wannier functions, the filled KI bands are the eigenvalues of $h(\mathbf k)+\Lambda$. If symmetry makes all the filled Wannier functions equivalent, one number moves the whole filled manifold. If it does not, the relative positions of the bands will generally change, and the individual widths can change too: if the edges of a band stay at the same momenta, its width changes by the difference between the shifts at the two edges. The gap needs more than this, since its upper edge belongs to empty states, whose KI potentials are not constants. The values found for the ring illustrate the mechanism in a model with a chosen $\alpha$, and their sizes should not be carried over to a material. They are collected in the numerical output below.

## Calculated quantities

```
Hartree on-site, neighbour: 6.0, 1.0 eV
local xc coefficient C: 2.0 eV
hopping in bond, between bonds: 1.5, 0.6 eV
polar site energies: +/-4.0 eV; alpha: 0.6
cells in ring: 12; filled orbitals: 24
--- equivalent bonds (bond 1, bond 2) ---
site densities in cell: [0.0899 0.9101 0.9101 0.0899]
smallest density left on a bond after removal: 2.1e-04
base gap: 4.1822 eV
Delta: [-1.9746 -1.9746] eV
lambda: [-1.1847 -1.1847] eV
frozen removal energies: [-2.5659 -2.5659] eV
largest error of projector form: 1.9e-08 eV
base lower, upper band at k=0: [-1.1806  0.0194] eV
base lower, upper band at k=pi: [-1.0962 -0.1078] eV
base band widths: [0.0844 0.1272] eV
base total filled width: 1.2000 eV
KI lower, upper band at k=0: [-2.3653 -1.1653] eV
KI lower, upper band at k=pi: [-2.281  -1.2925] eV
KI band widths: [0.0844 0.1272] eV
KI total filled width: 1.2000 eV
--- inequivalent bonds (bond 1, bond 2) ---
site densities in cell: [0.4266 0.5754 0.0708 0.9272]
smallest density left on a bond after removal: 2.5e-03
base gap: 2.7766 eV
Delta: [-1.2351 -2.0296] eV
lambda: [-0.741  -1.2177] eV
frozen removal energies: [-0.8938 -3.0048] eV
largest error of projector form: 1.9e-08 eV
base lower, upper band at k=0: [-1.1221  0.5257] eV
base lower, upper band at k=pi: [-1.0483  0.3776] eV
base band widths: [0.0738 0.1481] eV
base total filled width: 1.6478 eV
KI lower, upper band at k=0: [-2.306  -0.2491] eV
KI lower, upper band at k=pi: [-2.248  -0.3815] eV
KI band widths: [0.0581 0.1324] eV
KI total filled width: 2.0569 eV
--- details ---
spread of rigid shift, equivalent: 8.7e-15 eV
width changes, inequivalent: [-0.0157 -0.0157] eV
k=0: base D 1.3514, KI D 1.8281, |g| 0.4714 eV
k=0: bond-1 weight in lower, upper band: [0.0899 0.9101]
k=0: first-order shifts: [-1.1749 -0.7839] eV
k=pi: base D 1.2831, KI D 1.7598, |g| 0.3111 eV
k=pi: bond-1 weight in lower, upper band: [0.0501 0.9499]
k=pi: first-order shifts: [-1.1939 -0.7649] eV
Delta of extended orbital, 12 cells: -0.1173 eV
Delta of extended orbital, 24 cells: -0.0588 eV
```
